# Spin-precession period in a ferromagnet at normal incidence

**Question**

I am working on spin-transfer torque in a thin ferromagnetic layer. An electron comes out of a normal metal, hits the ferromagnet at normal incidence, and has its spin perpendicular to the magnetization. The exchange splitting is 2 eV and the Fermi velocity is $10^6$ m/s. I need the distance over which the transverse spin turns once.

Dimensional analysis gives $\hbar v_F/\Delta\approx0.33$ nm, but I don't know which factor of $2\pi$ or 2 belongs in front. The Hamiltonian contains $\Delta/2$, which suggests another factor of two. I am also uneasy about using one Fermi velocity: with a splitting of 2 eV, the two spin directions should move at quite different speeds. Is the formula only a small-splitting approximation? And does the torque oscillate with the same period as the spin?

**Answer**

The factors follow from writing down the two spin components separately. The single velocity can be justified too, provided we say which velocity it is.

**The model and the meaning of the splitting**

Let the $z$ axis of spin space point along the majority spin direction, and let $x$ be the interface normal. Inside the ferromagnet take two parabolic bands with the free-electron mass $m$, and measure energy from the midpoint of their bottoms:

$$V_\uparrow=-\frac{\Delta}{2},\qquad V_\downarrow=+\frac{\Delta}{2}.$$

Here $\Delta=2$ eV is the full distance between the bands. Each band is shifted by half of it. The magnetization is uniform, and for now there is no scattering and no spin-orbit coupling. I use nm, fs and eV, in which $10^6$ m/s is 1 nm/fs.

The transverse spin is contained in one complex number,

$$s_+=\psi_\uparrow^*\psi_\downarrow .$$

To see this, use the Pauli matrices:

$$\psi^\dagger\sigma_x\psi=\psi_\uparrow^*\psi_\downarrow+\psi_\downarrow^*\psi_\uparrow,\qquad
i\,\psi^\dagger\sigma_y\psi=\psi_\uparrow^*\psi_\downarrow-\psi_\downarrow^*\psi_\uparrow .$$

Their sum is $2s_+$. Multiplying by $\hbar/2$ gives the spin density $S_x+iS_y=\hbar s_+$. The phase of $s_+$ is therefore the direction of the spin in the transverse plane, and one full turn is a phase change of $2\pi$.

**The factor of two, seen in time**

Consider first a spin at rest in the exchange field. Its components evolve as

$$\psi_\uparrow\propto e^{+i\Delta t/2\hbar},\qquad \psi_\downarrow\propto e^{-i\Delta t/2\hbar}.$$

Complex conjugation reverses the first phase, so the two halves add:

$$s_+\propto e^{-i\Delta t/2\hbar}\,e^{-i\Delta t/2\hbar}=e^{-i\Delta t/\hbar}.$$

The spin returns when $\Delta T/\hbar=2\pi$, or

$$T=\frac{2\pi\hbar}{\Delta}=\frac{h}{\Delta}=\frac{4.1357\ \text{eV fs}}{2\ \text{eV}}=2.068\ \text{fs}.$$

Thus the $\Delta/2$ in the Hamiltonian leaves no extra factor of two. Your length $\hbar v_F/\Delta$ is the distance for a rotation by one radian, and a full turn needs $2\pi$ of these.

**The steady beam**

In a steady current, both components have the same energy $E$, because the state entered as one electron of that energy. They differ in wave number instead:

$$\frac{\hbar^2k_\uparrow^2}{2m}=E+\frac{\Delta}{2},\qquad
\frac{\hbar^2k_\downarrow^2}{2m}=E-\frac{\Delta}{2}.$$

With transmission amplitudes $t_\uparrow,t_\downarrow$ and equal incident components of unit amplitude, the waves are $\psi_\sigma=t_\sigma e^{ik_\sigma x}$. Hence

$$s_+=t_\uparrow^*t_\downarrow\,e^{-i(k_\uparrow-k_\downarrow)x},\qquad
L=\frac{2\pi}{k_\uparrow-k_\downarrow}.$$

Now subtract the two energy equations. The unknown $E$ drops out:

$$\frac{\hbar^2}{2m}(k_\uparrow^2-k_\downarrow^2)=\Delta .$$

Factor the difference of squares and use $v_\sigma=\hbar k_\sigma/m$:

$$\Delta=\hbar(k_\uparrow-k_\downarrow)\,\frac{\hbar(k_\uparrow+k_\downarrow)}{2m}
=\hbar(k_\uparrow-k_\downarrow)\,\frac{v_\uparrow+v_\downarrow}{2}.$$

Call the average velocity $v=(v_\uparrow+v_\downarrow)/2$. Then

$$k_\uparrow-k_\downarrow=\frac{\Delta}{\hbar v},\qquad
L=\frac{2\pi\hbar v}{\Delta}=\frac{hv}{\Delta}.$$

Nothing was expanded in $\Delta$. Within this model the formula is exact if "the Fermi velocity" means the average of the two spin velocities at the Fermi energy. With that reading,

$$L=\frac{(4.1357\ \text{eV fs})(1\ \text{nm/fs})}{2\ \text{eV}}=2.068\ \text{nm},$$

or about 2.1 nm (39.08 bohr).

**How different are the two velocities?**

Your suspicion about the speeds is right. In terms of velocities, the subtracted energy equation reads

$$\Delta=\frac m2(v_\uparrow^2-v_\downarrow^2)=mv(v_\uparrow-v_\downarrow),$$

because $v_\uparrow+v_\downarrow=2v$. Therefore

$$v_\uparrow-v_\downarrow=\frac{\Delta}{mv}=3.518\times10^5\ \text{m/s}.$$

Adding and subtracting half of this from $10^6$ m/s gives $v_\uparrow=1.176\times10^6$ m/s and $v_\downarrow=0.824\times10^6$ m/s. The wave numbers $k_\sigma=mv_\sigma/\hbar$ are 10.157 and 7.119 nm$^{-1}$. Their difference is 3.039 nm$^{-1}$ before rounding, and $2\pi/3.039$ again gives 2.068 nm. Adding the two energy equations gives $E_F=m(v_\uparrow^2+v_\downarrow^2)/4=2.931$ eV, so both bands are occupied.

If $10^6$ m/s means something else, the answer changes:

- It may be the velocity $v_0$ of the band before splitting, with $E_F=mv_0^2/2$. Put $\epsilon=\Delta/(mv_0^2)=0.352$. Then $k_\uparrow-k_\downarrow=(mv_0/\hbar)(\sqrt{1+\epsilon}-\sqrt{1-\epsilon})\approx(\Delta/\hbar v_0)(1+\epsilon^2/8)$. The period is about 1.6% shorter than $hv_0/\Delta$, namely 2.035 nm.
- It may be the majority velocity. Then $v_\downarrow=\sqrt{v_\uparrow^2-2\Delta/m}$ is much smaller, the average falls, and $L=1.597$ nm.
- It may be the minority velocity. Then $v_\uparrow=\sqrt{v_\downarrow^2+2\Delta/m}$, the average rises, and $L=2.383$ nm.

The first reading changes the answer by less than 2%. The other two change it by 15% or more.

**The spin current and the torque**

The transverse spin current, in units of $\hbar$, is

$$Q_+=\frac{\hbar}{2mi}\left(\psi_\uparrow^*\psi_\downarrow'-\psi_\uparrow^{*\prime}\psi_\downarrow\right),$$

where a prime means $d/dx$. For our waves, $\psi_\downarrow'=ik_\downarrow\psi_\downarrow$ and $\psi_\uparrow^{*\prime}=-ik_\uparrow\psi_\uparrow^*$, so

$$Q_+=\frac{\hbar(k_\downarrow+k_\uparrow)}{2m}\,s_+=v\,s_+ .$$

The average velocity is thus the speed at which the transverse spin is carried. This is why it appears in $L=vT$.

To find the torque, differentiate $Q_+$. The products of first derivatives cancel:

$$\frac{dQ_+}{dx}=\frac{\hbar}{2mi}\left(\psi_\uparrow^*\psi_\downarrow''-\psi_\uparrow^{*\prime\prime}\psi_\downarrow\right).$$

The stationary Schrödinger equation gives $\psi_\sigma''=(2m/\hbar^2)(V_\sigma-E)\psi_\sigma$. The terms with $E$ cancel, leaving

$$\frac{dQ_+}{dx}=\frac{1}{i\hbar}(V_\downarrow-V_\uparrow)s_+=-\frac{i\Delta}{\hbar}s_+ .$$

The exchange field changes the spin current, and the magnetization takes up the angular momentum the electrons lose. The torque density on the magnetization is therefore $-\hbar\,dQ_+/dx=i\Delta s_+$. It has the same period as $s_+$. The factor $i$ means that it points a quarter turn away from the local transverse spin.

For a layer of thickness $d$, neglect reflection at the far face. The total torque per area is then

$$\hbar[Q_+(0)-Q_+(d)]=\hbar Q_+(0)\left[1-e^{-2\pi i d/L}\right],$$

whose magnitude is $2\hbar|Q_+(0)|\,|\sin(\pi d/L)|$. At $d=L/2$ the spin leaves reversed and the transfer is greatest, twice the transverse spin current $Q_+(0)$ just inside the first interface (at an abrupt interface this is the incident current times $1-r_\uparrow^*r_\downarrow$, with $r_\sigma$ the reflection amplitudes). At $d=L$ the spin leaves as it entered, and the net transverse torque vanishes. Reflection at the two faces softens both statements: for abrupt faces and a normal-metal band bottom at $-1$ or $-3$ eV, the torque is 1.95 or 1.79 times the incident current at $L/2$, and 0.05 or 0.07 times it at $L$. These extremes belong to a single direction of incidence; a range of angles weakens and shifts them, as discussed below.

**What the interface does**

The interface enters through $t_\uparrow^*t_\downarrow$, a constant factor. It sets the size and initial direction of the transverse spin in the ferromagnet, but not $k_\uparrow-k_\downarrow$.

This can be tested without putting in the two wave numbers of the ferromagnet. I propagated a wave packet with equal spin components numerically from a normal metal through an interface smoothed over about 0.2 nm. A Fourier transform in time picked out the component at $E_F$, and the period was read from the phase of $s_+$ between 1 and 7.5 nm inside the ferromagnet. With the normal-metal band bottom at $-1$ eV and then at $-3$ eV, the measured period was 2.0678 nm both times. The ratio $Q_+/s_+$ was 1.0000 nm/fs both times. The torque equation held to $1.3\times10^{-5}$ or better, relative to the largest value of $\Delta|s_+|/\hbar$ in that region.

The amplitude $|s_+|$ did change, from 1.190 to 1.456, for an incident value of 1. Values above one do not mean that electrons are created. Flux conservation requires $v_\sigma|t_\sigma|^2\le v_N$, where $v_N$ is the velocity in the normal metal. Multiplying the conditions for the two spins and taking the square root gives

$$|t_\uparrow t_\downarrow|\le\frac{v_N}{\sqrt{v_\uparrow v_\downarrow}} .$$

A slower wave has a higher density for the same flux. In the first case the normal-metal and majority bottoms coincide, so $v_N=v_\uparrow$ and the bound is $\sqrt{v_\uparrow/v_\downarrow}=1.19$. The measured amplitude is close to it, so reflection is weak there.

**Small and large splitting**

If $\Delta$ tends to zero at fixed $v$, the period grows as $1/\Delta$ and the spin keeps its direction, as it must without an exchange field.

In the other direction, raise $\Delta$ with the average velocity held at $10^6$ m/s. The minority velocity $v-\Delta/(2mv)$ reaches zero at $\Delta=2mv^2$, about 11 eV. If the Fermi energy lies below the minority bottom, $k_\downarrow$ is replaced by $i\kappa$, with $\kappa>0$, and $s_+\propto e^{-ik_\uparrow x}e^{-\kappa x}$. The transverse spin then decays over the distance $1/\kappa$, which is long only if the Fermi energy lies just below the minority bottom, and $hv/\Delta$ no longer applies. At 2 eV the example is far from this limit.

**Why normal incidence matters**

At oblique incidence on a flat interface, the wave number $q$ parallel to the interface is conserved. It uses up part of the kinetic energy in both bands, leaving

$$u(q)=\sqrt{k_\uparrow^2-q^2}-\sqrt{k_\downarrow^2-q^2}
=\frac{k_\uparrow^2-k_\downarrow^2}{\sqrt{k_\uparrow^2-q^2}+\sqrt{k_\downarrow^2-q^2}}$$

as the difference of the normal wave numbers. The numerator is fixed and the denominator falls with $q$, so the period $2\pi/u$ gets shorter. For $q=k_\downarrow/2$, which is 30° from the normal inside the minority band, it is 1.877 nm.

A metal contact sends in many values of $q$. Suppose that all modes with $q<k_\downarrow$ start with the same transverse spin current and the same phase. The number of modes is proportional to $q\,dq$, so with $y=q^2$ the average signal is

$$A(x)=\frac{1}{k_\downarrow^2}\int_0^{k_\downarrow^2}e^{-iux}\,dy .$$

For large $x$, integrate by parts using $e^{-iux}=\dfrac{1}{-ixu_y}\dfrac{d}{dy}e^{-iux}$, where

$$u_y=\frac{du}{dy}=\frac12\left(\frac{1}{\sqrt{k_\downarrow^2-y}}-\frac{1}{\sqrt{k_\uparrow^2-y}}\right).$$

At the upper limit $u_y$ is infinite, so that boundary term is zero. The remaining integral also carries a factor $1/x$, multiplying the integral of $e^{-iux}$ times the derivative of $1/u_y$. That derivative is integrable, and the exponential oscillates ever faster as $x$ grows, so the integral itself tends to zero and the whole term falls off faster than $1/x$. At the lower limit, $u_y=(k_\uparrow-k_\downarrow)/(2k_\uparrow k_\downarrow)$, and the boundary term gives

$$A(x)\simeq-\,\frac{2i\,k_\uparrow}{k_\downarrow(k_\uparrow-k_\downarrow)x}\;e^{-i(k_\uparrow-k_\downarrow)x}.$$

So the averaged signal at large depth keeps the normal-incidence period, but its size falls as $1/x$. Numerical integration at 40, 40.3 and 40.6 periods agreed with this expression, in size and phase, to within 3%. Nearer the interface, the integral gives 0.395 of the initial signal after one period, 0.220 after two and 0.090 after five. These numbers count only the modes with $q<k_\downarrow$. A contact also sends in modes with larger $q$, half of all modes when its band bottom is at $-1$ eV, and their minority component is evanescent. With all modes and the amplitudes of an abrupt interface, the fraction left is about half as large, roughly 0.2, 0.1 and 0.04. For a broad range of angles the torque oscillation therefore dies out as the layer gets thicker, and the total torque settles towards the transverse spin current that enters the layer, which is the incident current less the reflected part. For an abrupt interface this is the full incident current when the normal-metal and majority bottoms coincide, but only about 0.7 of it, and rotated, when the normal-metal bottom is at $-3$ eV, where a third of the modes are totally reflected. In a layer thinner than about one period the total torque still varies strongly with thickness, but because oblique electrons have shorter periods, its maximum and minimum come at smaller thicknesses than $L/2$ and $L$.

**Scattering, temperature and bias**

Scattering removes electrons from the coherent beam. If the flux of spin $\sigma$ falls as $e^{-x/\lambda_\sigma}$, its amplitude falls as $e^{-x/2\lambda_\sigma}$, and

$$|s_+|\propto\exp\left[-\frac{x}{2}\left(\frac1{\lambda_\uparrow}+\frac1{\lambda_\downarrow}\right)\right].$$

Take rough mean free paths of 5 nm for majority and 1 nm for minority electrons. The exponent at $x=L$ is $-1.034\times1.2=-1.24$, so about 0.29 of the normal-incidence signal is left. Treating the loss as an imaginary part of the kinetic energy also shifts the period slightly, to 2.079 nm.

A change in electron energy alters $L$ through the velocities. From $dk_\sigma/dE=1/(\hbar v_\sigma)$ and $\hbar(k_\uparrow-k_\downarrow)=m(v_\uparrow-v_\downarrow)$,

$$\frac1L\frac{dL}{dE}=-\frac{1}{k_\uparrow-k_\downarrow}\,\frac1\hbar\left(\frac1{v_\uparrow}-\frac1{v_\downarrow}\right)
=\frac{1}{mv_\uparrow v_\downarrow},$$

which is about 18% per eV here. The thermal energy at 300 K, 0.0259 eV, changes the period by 0.47%. An electron injected 0.5 eV above the Fermi level, as can happen in a biased tunnel junction, has $L=2.247$ nm, about 9% more.

**How this compares with a real layer**

The numbers belong roughly to 3d ferromagnets such as cobalt or iron–cobalt alloys, where exchange splittings are of the order of 1 to 2 eV and differ from band to band. Your 2 eV is towards the upper end. Free layers in spin-transfer-torque memory are roughly 1 to 2 nm thick, comparable with the calculated period. The period should not be carried over to them directly: in MgO junctions with bcc iron or iron–cobalt, the band that tunnels best at normal incidence has no propagating minority partner at the Fermi energy, which is the evanescent case above. The least secure assumption is that of two parabolic bands with equal mass. Making the minority mass just 10% heavier, with the band bottoms and Fermi energy held fixed, multiplies $k_\downarrow$ by $\sqrt{1.1}$ and moves the period from 2.068 to 2.335 nm, a rise of 13%. With unequal masses $hv/\Delta$ no longer holds (it would give 2.03 nm), and only $2\pi/(k_\uparrow-k_\downarrow)$ remains valid. The shift is larger than the change in $k_\downarrow$ because $L$ depends on the difference of the wave numbers, which is smaller than either of them: a 4.9% rise in $k_\downarrow$ lowers the difference by 11%. Real 3d bands can depart further from the model than this, so a prediction for a particular material needs its calculated Fermi wave numbers. For the parameters you were given, 2.1 nm is as many digits as the model deserves. The further digits quoted above serve only to check the arithmetic.

## Table of computed values

```
Exchange splitting Delta: 2.0 eV
Mean Fermi velocity v: 1.00e+06 m/s
Planck constant h: 4.1357 eV fs
Precession time T: 2.068 fs
Precession period L: 2.068 nm
Precession period L: 39.08 bohr
Velocity difference: 3.518e+05 m/s
Majority velocity: 1.176e+06 m/s
Minority velocity: 8.241e+05 m/s
Fermi energy above midpoint of bottoms: 2.931 eV
Majority wave number: 10.157 1/nm
Minority wave number: 7.119 1/nm
Wave-number difference: 3.039 1/nm
Packet test, normal-metal bottom -1.0 eV:
  measured period: 2.0678 nm
  spin current / spin density: 1.0000 nm/fs
  relative torque-balance error: 2.7e-06
  amplitude of psi_up* psi_dn: 1.190 (incident = 1)
Packet test, normal-metal bottom -3.0 eV:
  measured period: 2.0678 nm
  spin current / spin density: 1.0000 nm/fs
  relative torque-balance error: 1.3e-05
  amplitude of psi_up* psi_dn: 1.456 (incident = 1)
Period if 1e6 m/s is instead the velocity of
  the unsplit band: 2.035 nm
  the majority band: 1.597 nm
  the minority band: 2.383 nm
Period, minority mass 10% heavier: 2.335 nm
Oblique parallel wave number k_dn/2: 3.559 1/nm
Period at that wave number: 1.877 nm
Angle-averaged signal left at 1 L: 0.395
Angle-averaged signal left at 2 L: 0.220
Angle-averaged signal left at 5 L: 0.090
Rough mean free paths, up and down: 5, 1 nm
Period with scattering: 2.079 nm
Normal-incidence signal left at L by scattering: 0.290
Thermal energy at 300 K: 0.0259 eV
Period change for that energy: 0.47 %
Period for injection 0.5 eV above E_F: 2.247 nm
```
